Why neighbouring vortices in a polar array alternate their circulation

In a single-wave model of a ferroelectric film 6 nm thick, the polarization curls into a row of vortices 4.86 nm apart. The line integrals of P around four successive vortices are +8.97, −8.97, +8.97 and −8.97 nC/m: equal strength, alternating sense. A stream function shows where the alternation comes from. It also shows that the absence of bound charge is only part of the reason.

**Polarization without bound charge**

Let x run along the film, z up through its thickness from 0 to d, and let nothing vary along y. On the page x points right and z up, and counterclockwise circulation counts as positive. Bound charge has density −∇·P. It vanishes if the in-plane field is derived from a function ψ(x,z):

P_x = ∂ψ/∂z,  P_z = −∂ψ/∂x

∇·P = ∂²ψ/∂x∂z − ∂²ψ/∂z∂x = 0

Setting ψ = 0 on both faces makes P_z = 0 there, so there is no surface charge. It also sets the net in-plane flux ∫P_x dz = ψ(d) − ψ(0) to zero.

The polarization runs along the contours of ψ, because P·∇ψ = 0. Its counterclockwise curl is

∂P_z/∂x − ∂P_x/∂z = −(∂²ψ/∂x² + ∂²ψ/∂z²) = −∇²ψ

A maximum of ψ is therefore a counterclockwise vortex and a minimum a clockwise one. A saddle is an antivortex, around which P winds by −1 turn instead of +1.

The simplest periodic choice is a standing wave:

ψ = ψ₀ sin(kx) sin(qz),  q = π/d,  K² = k² + q²

P_x = qψ₀ sin(kx) cos(qz),  P_z = −kψ₀ cos(kx) sin(qz)

Each cell of width a = π/k holds one vortex. Since −∇²ψ = K²ψ, Stokes' theorem gives the circulation of cell n from ∫sin(kx)dx = (−1)ⁿ 2/k and ∫sin(qz)dz = 2/q:

Γₙ = (−1)ⁿ 4K²ψ₀/(kq)

At the boundary x = a, P_z points up. This column is the right side of cell 0, which makes that cell counterclockwise, and the left side of cell 1, which makes that one clockwise. Neighbours share a column, as meshing gears share a direction of motion at their contact.

**Equal vortices are also possible without charge**

Call vortices equal if they share the same sense as well as the same strength. Consider ψ = f(x) sin(qz) with any smooth periodic f. On the midline z = d/2, P_x = 0 and P_z = −f′, so P vanishes where f′ = 0. There the mixed derivative of ψ is zero, and

∂²ψ/∂x² = f″,  ∂²ψ/∂z² = −q²f

Between two counterclockwise vortices, which are maxima with f > 0, f must have a minimum, where f″ > 0 in the ordinary case. If f < 0 at that minimum, both second derivatives are positive and a clockwise vortex sits there. If f > 0, they have opposite signs and an antivortex sits there.

The family f ∝ b + cos(kx) shows both outcomes. For 0 ≤ b < 1 the senses alternate, with unequal strengths when b > 0. For b > 1 every vortex turns counterclockwise and antivortices separate them. Both rows are free of charge, so zero divergence alone does not select alternation.

One could instead copy a single cell side by side, which gives f ∝ |sin(kx)|. This is charge-free too, since P_x vanishes at the vertical joints. But P_z now jumps there, with x increasing, from up to down, forming a 180° wall. To see its cost, set u = kx and smooth the kink as √(sin²u + ε²). Near u = 0,

f ≈ √(u² + ε²),  f″ ≈ ε²/(u² + ε²)^(3/2)

∫(f″)² du ≈ ε⁴ ∫du/(u² + ε²)³ = 3π/(8ε)

This integral measures the part of the gradient energy that comes from P_z changing along x. Numerical quadrature over one cell gives 119 for ε = 0.01 and 237 for ε = 0.005, against π/2 for the smooth sine. A real wall settles at a finite width, but it remains an extra wall that the alternating row does not need.

**What selects the alternating row**

Take the mean-field energy density

F = ½α_x(P_x² + P_y²) + ½α_z P_z² + ½g|∇P|² + ¼βP⁴

with Δ = α_x − α_z > 0, so that the film favours out-of-plane polarization. Set P_y = 0 for now. Averaging the standing wave over the film, with each sin² and cos² contributing ½, gives

⟨P_x²⟩ = q²ψ₀²/4,  ⟨P_z²⟩ = k²ψ₀²/4,  ⟨P²⟩ = K²ψ₀²/4

Each component obeys −∇²P = K²P, and the boundary terms vanish, so ⟨|∇P|²⟩ = K²⟨P²⟩. The quadratic energy is then ½λ⟨P²⟩ with

λ(k) = (α_x q² + α_z k²)/K² + gK² = α_z + Δq²/K² + gK²

where k² = K² − q² was used in the last step. The second term is the price of closure: the flux must turn in-plane near the faces. The third penalizes rapid variation. Setting the derivative with respect to K² to zero gives

−Δq²/K⁴ + g = 0,  K² = q√(Δ/g)

λ* = α_z + 2q√(Δg)

A real, nonzero k needs K² > q², hence d > π√(g/Δ). Higher harmonics in z replace q by nq and cost more, because Δn²q²/K² + gK² ≥ 2nq√(Δg).

Now compare a row of equal vortices. If all are counterclockwise, no minimum of f is negative, so f is nowhere negative and has a nonzero mean. Its Fourier series must contain the k = 0 mode. Different Fourier modes are orthogonal in the quadratic energy, so the row's λ is an average of the λ(k) of its modes, weighted by their shares of ⟨P²⟩. No mode lies below λ*, and the unavoidable one lies above it:

λ(0) = α_x + gq² > λ*

At equal ⟨P²⟩, and within patterns of the form f(x) sin(qz), the row of equal vortices therefore has strictly higher quadratic energy. The mean of f represents in-plane polarization running one way in the lower half of the film and the other way in the upper half, along the direction the film disfavours. The softest wave has no such mean, and its positive and negative lobes are the alternating vortices.

**How large the effects are**

The example uses round parameters: α_x = −2.5×10⁸ and α_z = −6.0×10⁸ J m/C², g = 2.0×10⁻¹⁰ J m³/C², β = 1.2×10⁹ J m⁵/C⁴. With q = π/(6 nm) = 0.5236 nm⁻¹ and √(Δ/g) = 1.323 nm⁻¹,

K² = 0.5236 × 1.323 = 0.693 nm⁻²

k = √(0.693 − 0.274) = 0.647 nm⁻¹,  a = π/k = 4.86 nm

λ* = −3.23×10⁸ J m/C²,  λ(0) = −1.95×10⁸ J m/C²

The quartic term sets the amplitude. Define κ = ⟨P⁴⟩/⟨P²⟩². Using ⟨sin⁴⟩ = 3/8 and ⟨sin²cos²⟩ = 1/8,

κ = [9(k⁴ + q⁴) + 2k²q²]/(4K⁴) = 1.29

Minimizing ½λ⟨P²⟩ + ¼βκ⟨P²⟩² over ⟨P²⟩ gives

⟨P²⟩ = −λ/(βκ),  ψ₀² = −4λ/(βκK²),  F = −λ²/(4βκ)

Hence ψ₀ = 1.10 nC/m. The peak components are kψ₀ = 71 µC/cm² for P_z and qψ₀ = 57 µC/cm² for P_x, and F = −16.8 MJ/m³. The circulation is 4 × 0.693 × 1.096/(0.647 × 0.5236) = 8.97 nC/m, the value quoted at the start.

For equal vortices, a numerical search over k and several values b ≥ 1 in the family b + cos(kx) gives at best −9.6 MJ/m³. It lies at b = 1, the edge of the family, where P vanishes along the whole column midway between neighbours. The difference of 7.2 MJ/m³, times the film volume per alternating vortex and per 0.4 nm of its axis (4.86 × 6.0 × 0.4 nm³), is 0.52 eV. Thermal energy at 300 K is 0.026 eV. The 0.52 eV is a difference between two states, not a switching barrier.

The closer competitor is uniform polarization along y, for which κ = 1 and F = −α_x²/(4β) = −13.0 MJ/m³. The best equal-vortex row found in the family above loses to that state as well.

Bound charge would be far more expensive. Suppose the P_z stripes kept their form, B cos(kx) sin(qz), but had no closing P_x. With background permittivity ε = 10ε₀ and no field leaving the faces, Poisson's equation ε∇²φ = ∇·P gives

φ = −qB cos(kx) cos(qz)/(εK²)

The field energy ½⟨(−∇·P)φ⟩ = q²B²/(8εK²) adds q²/(εK²) = 4.5×10⁹ J m/C² to the stiffness of P_z. That is 14 times |λ*| and more than |α_z|, so these stripes would not form. The closed pattern is not perfectly charge-free either. The anisotropy couples it to the longitudinal direction with strength Δkq/K², against a stiffness of about 1/ε. In the linear theory, the resulting longitudinal amplitude is Δkqε/K² ≈ 1.5% of the transverse one.

The single wave is itself an approximation, and its k was chosen to minimize λ. Minimizing the saturated energy −λ²/(4βκ) over k instead gives a spacing of 5.29 nm and −17.0 MJ/m³. The full energy was also minimized numerically over charge-free fields with zero net in-plane flux, using eight harmonics along x and three along z, in a periodic cell fixed at 19.4 nm, from eight small random starts. The lowest state found has −17.5 MJ/m³, about 4% below the −16.8 MJ/m³ of the softest wave, and contains four vortices of alternating sense. Allowing P_y, with random axial components added to the same eight starts and one further start near the previous minimum, lowers the energy by less than 1% more. It produces an axial polarization of up to 21 µC/cm² and leaves the alternation intact. More harmonics change these energies by less than 0.05 MJ/m³, but the cell length matters more. With P_y = 0 and the spacing of the alternating row left free, it settles at 5.25 nm and −17.7 MJ/m³. This is numerical evidence, not a proof of the global minimum.

**Relation to real films**

The parameters are meant for the rough regime of PbTiO₃ layers between SrTiO₃ layers, where vortex arrays with spacings of a few nanometres are known. The coefficients are effective round values, not a fit. One assumption that fails there is ψ = 0 at the interfaces, since SrTiO₃ can itself polarize. If leakage is represented by adding 0.4 nm to the thickness on each side, the spacing of the softest wave rises from 4.86 to 4.98 nm; the spacing of the relaxed pattern shifts more, from 5.25 to 5.59 nm. The quartic energy was taken as isotropic; its cross term P_x²P_z² supplies 9% of the quartic energy here, so the energies depend on that coefficient. Multiplying it by five raises κ to 1.77 and the energy of the single wave to −12.3 MJ/m³, above the uniform in-plane state. This comparison holds for the single wave only: harmonics lower its energy and can restore its lead. Non-uniform strain, flexoelectric coupling and sixth-order terms are left out, and their effect has not been estimated.

**What to do about it**

*Choose the thickness with the competitor in mind.* With these coefficients, modulation needs d > π√(g/Δ) = 2.4 nm, and the unpolarized film becomes unstable to the wave (λ* < 0) above 2π√(Δg)/|α_z| = 2.8 nm. Having lower energy than the uniform in-plane state is a stricter demand. For the single wave with P_y = 0 it reads |λ*| > |α_x|√κ, which with κ held at 1.29 gives d of about 5.3 nm. Mixed states win earlier. With the isotropic quartic term, uniform P_y adds βP_y² = −α_x to the stiffness of the wave, so the uniform state is unstable once λ* < α_x, that is for d > 2π√(g/Δ) = 4.75 nm. Above that thickness the wave grows on top of an axial polarization. Either way the 6 nm film is not far above the crossover. For thick films k ≈ K, and the spacing of the softest wave tends to √(πd)(g/Δ)^(1/4).

*Treat two equal neighbours in an image as a clue.* If the pattern is charge-free and close to the form f(x) sin(qz), look between them for an antivortex, a vertical wall (sharp or gradual) where P_z reverses, or an unresolved vortex of opposite sense.

*Do not expect a modest in-plane bias to reverse a vortex.* Adding a uniform P₀ along x means adding P₀z to ψ, which relaxes the zero-flux condition. With ψ₀ and k held fixed, the centres stay at cos(kx) = 0 and move to heights given by

cos(qz) = −P₀/(qψ₀) for counterclockwise vortices

cos(qz) = +P₀/(qψ₀) for clockwise vortices

The row becomes a zigzag with its senses unchanged. At P₀ = 29 µC/cm², half of qψ₀, the centres lie at 4 nm and 2 nm. At P₀ = qψ₀ = 57 µC/cm² they reach the faces and the vortices disappear. This is a geometrical limit at fixed amplitude, not a predicted switching field. If the pattern can relax at fixed spacing and P_y = 0, the wave weakens as P₀ grows and the vortices are lost near P₀ = 37 µC/cm². In terms of an applied in-plane field the row is fragile in this model. Uniform polarization along x becomes the lower state between 80 and 160 kV/cm, and the vortex row ceases to exist near 260 kV/cm. A modest bias erases the vortices without first reversing them.

All numerical values are calculated from the stated model.
